# Inverting the Kirkwood–Fröhlich equation for liquid water

## Problem

The static permittivity of a polar liquid depends on how large its molecular dipoles are and on how neighbouring dipoles point relative to one another. The Kirkwood–Fröhlich equation separates the two. In SI units, for an isotropic liquid of identical molecules, it reads

$$\frac{(k-e)(2k+e)}{k(e+2)^2}=\frac{N g\mu^2}{9\varepsilon_0 k_BT}. \qquad (1)$$

Here $k$ is the static relative permittivity, $e$ the high-frequency relative permittivity (not the electron charge), $N$ the number density, $\mu$ the dipole moment of the isolated molecule, and $g$ the orientational correlation factor.

(a) Derive equation (1), and state what $g$ means.

(b) Find $g$ for liquid water at 298 K from $k=78.4$, $e=1.78$ and $\mu=1.85$ D. The mass density is 0.997 g/cm³ and the molar mass 18.015 g/mol.

(c) Compare the result with a tetrahedral arrangement of hydrogen bonds, and judge how firmly the data fix $g$.

The model is as follows. Electronic polarization is a uniform continuum of permittivity $e$. Each molecule is a sphere of this continuum with a point dipole at its centre. Orientations are classical, and the response to the field is linear.

## Hints

1. Consider a macroscopic sphere of the liquid, surrounded by more of the same liquid. Inside, treat the permanent dipoles explicitly, in the continuum $e$. Outside, use the full permittivity $k$.
2. The field that turns the dipoles is the one produced by outside sources. It is not the total macroscopic field, which includes the dipoles' own contribution.
3. A dipole embedded in a polarizable sphere looks different from outside. Apply this to a single molecule in vacuum to relate the embedded dipole to $\mu$.
4. Expand the Boltzmann average of the sphere's total moment to first order in the field.
5. In (b), evaluate the dimensionless left side first, then the right side with $g$ removed.

## Solution

### (a) A dipole and a field in a dielectric sphere

Let a sphere of radius $a$ and permittivity $e$ lie in a medium of permittivity $k$. Far away the field is uniform, of strength $E$ along $z$. At the centre sits a source dipole $m$ along $z$. "Source" means that $m$ excludes the polarization it induces in the continuum.

Both sources produce potentials proportional to $\cos\theta$. The solutions of Laplace's equation with this angular dependence vary as $r$ and $r^{-2}$, so

$$\phi_{\rm in}=\left(-Fr+\frac{m}{4\pi\varepsilon_0 e r^2}\right)\cos\theta,$$

$$\phi_{\rm out}=\left(-Er+\frac{p}{4\pi\varepsilon_0 k r^2}\right)\cos\theta.$$

The unknowns are the uniform field $F$ inside and the apparent dipole $p$ seen from outside. Write $q=m/(4\pi\varepsilon_0a^3)$ and $s=p/(4\pi\varepsilon_0a^3)$. Continuity of the potential at $r=a$ gives

$$-F+\frac{q}{e}=-E+\frac{s}{k}. \qquad (2)$$

No source charge lies on the surface, so permittivity times $\partial\phi/\partial r$ is also continuous:

$$-eF-2q=-kE-2s. \qquad (3)$$

Equation (3) gives $s=q+(eF-kE)/2$. Substitution in (2) yields

$$-F+\frac{q}{e}=-\frac{3E}{2}+\frac{q}{k}+\frac{eF}{2k}.$$

Collecting the terms in $F$ and multiplying by $2k$,

$$(2k+e)F=3kE+\frac{2(k-e)}{e}q. \qquad (4)$$

The first term on the right is the effect of the outside sources. The second is the reaction field: the dipole polarizes the surroundings, which act back on it. With $m=0$,

$$F=GE,\qquad G=\frac{3k}{2k+e}. \qquad (5)$$

Now set $E=0$ and keep $m$. Equation (4) gives $eF=2(k-e)q/(2k+e)$, so

$$s=q+\frac{eF}{2}=q\left(1+\frac{k-e}{2k+e}\right)=\frac{3k}{2k+e}q,$$

and therefore $p=Gm$. The same factor governs the field entering the sphere and the dipole seen outside it.

This equality fixes the energy. Let the applied field come from a distant charge $Q$ at distance $R$ in direction $\hat{\mathbf R}$. At the sphere its field is $\mathbf E=-Q\hat{\mathbf R}/(4\pi\varepsilon_0kR^2)$. The potential of the embedded dipole at the charge is $G\mathbf m\cdot\hat{\mathbf R}/(4\pi\varepsilon_0kR^2)$. Multiplying by $Q$ gives the interaction energy

$$W=-G\,\mathbf m\cdot\mathbf E. \qquad (6)$$

The field $G\mathbf E$ is uniform in the sphere, so (6) also holds for dipoles away from the centre. For many dipoles with total moment $\mathbf M=\sum_i\mathbf m_i$, the energy is $-G\,\mathbf M\cdot\mathbf E$.

### From the gas dipole to the source dipole

Apply $p=Gm$ to one molecule in vacuum. The outside permittivity is now 1, and the apparent dipole is the gas dipole:

$$\mu=\frac{3m}{e+2},\qquad m=\frac{e+2}{3}\mu. \qquad (7)$$

The source dipole exceeds $\mu$ because, in vacuum, the polarized sphere partly screens it. For water, (7) gives $m=2.331$ D. The total dipole of a model molecule in the liquid is $m$ plus the polarization induced in its sphere by its own field and by the reaction field in (4). This sum is $m(2k+1)/(2k+e)=2.320$ D, slightly below $m$; it reduces to $\mu$ for $k=1$ and tends to $m$ for large $k$. Both numbers are quantities of the continuum model. First-principles estimates of the dipole of a molecule in liquid water are larger, roughly 2.6 to 3 D depending on how the charge is divided among molecules.

### Thermal response and the meaning of $g$

Let the sphere hold $n$ molecules in volume $V$, so $N=n/V$. Let $U$ be the energy of a configuration without the applied field, including the reaction of the surroundings. With the field along $z$,

$$\langle M_z\rangle=\frac{\int M_z\,e^{-(U-GEM_z)/k_BT}\,d\Omega}{\int e^{-(U-GEM_z)/k_BT}\,d\Omega},$$

where $d\Omega$ runs over all configurations. To first order, $e^{GEM_z/k_BT}\approx1+GEM_z/k_BT$. Without a field $\langle M_z\rangle_0=0$, so the denominator has no first-order correction and the numerator keeps only the quadratic average. Isotropy gives $\langle M_z^2\rangle_0=\langle M^2\rangle_0/3$. Hence

$$\langle M_z\rangle=\frac{\langle M^2\rangle_0}{3k_BT}GE. \qquad (8)$$

Next, expand the square of the total moment:

$$\langle M^2\rangle_0=\sum_{i,j}\langle\mathbf m_i\cdot\mathbf m_j\rangle=nm^2g,\qquad g=1+\sum_{j\ne i}\langle\cos\gamma_{ij}\rangle. \qquad (9)$$

The 1 comes from the terms $i=j$, and $\gamma_{ij}$ is the angle between two dipoles. Independent dipoles have $g=1$. Neighbours that tend to be parallel raise $g$, and antiparallel ones lower it.

Distant pairs do not contribute to the sum at leading order. At long range the sphere and its surroundings act together as one unbounded medium of permittivity $k$. The effective interaction of two distant molecules, averaged over all the others, is therefore that of two dipoles in this medium. It is proportional to $\mathbf u_1\cdot\mathsf T\mathbf u_2$, where $\mathbf u_1,\mathbf u_2$ are unit vectors along the dipoles and $\mathsf T=\mathsf 1-3\hat{\mathbf r}\hat{\mathbf r}$. To first order in this weak interaction, the mean cosine is proportional to

$$\langle(\mathbf u_1\cdot\mathbf u_2)(\mathbf u_1\cdot\mathsf T\mathbf u_2)\rangle=\frac{1}{9}\,{\rm Tr}\,\mathsf T=\frac{3-3}{9}=0,$$

because the average of $u_au_b$ over free orientations is $\delta_{ab}/3$ for each dipole. The factor $g$ therefore describes local order.

Equations (8) and (9) can be tested on two unit dipoles with energy $-Jk_BT\cos\gamma$. Their mean cosine is

$$\frac{\int_{-1}^{1}c\,e^{Jc}\,dc}{\int_{-1}^{1}e^{Jc}\,dc}=L(J),\qquad L(J)=\coth J-\frac1J,$$

so $g=1+L(J)$, and (8) predicts a slope $2g/3$ of the mean moment against field energy divided by $k_BT$. For $J=2.0$ the prediction is 1.02488. Direct integration over both orientations in a small field gives the same value to the digits shown.

### Closing the argument

In the liquid, $D=\varepsilon_0kE$. Inside the sphere the same displacement is written as $\varepsilon_0eE+P$, where $P$ is the orientational polarization. Thus

$$P=\varepsilon_0(k-e)E=\frac{\langle M_z\rangle}{V}. \qquad (10)$$

This assumes that the total field inside the sphere is $E$, although the dipoles respond to $GE$. To verify it, give the sphere a uniform polarization $P$ and call the total interior field $F$. Continuity of potential gives $s=k(E-F)$. Continuity of normal displacement gives

$$eF+\frac{P}{\varepsilon_0}=kE+2s=3kE-2kF.$$

Therefore

$$F=\frac{3kE-P/\varepsilon_0}{2k+e}=\frac{3k-(k-e)}{2k+e}E=E.$$

Then $s=0$ as well, so the sphere does not disturb the field outside. The difference between $GE$ and $E$ is the field of the sphere's own polarization.

Put (8) and (9) into (10) and cancel $E$:

$$\varepsilon_0(k-e)=\frac{Ngm^2}{3k_BT}\,\frac{3k}{2k+e}.$$

Multiplying by $(2k+e)/(\varepsilon_0k)$ gives

$$\frac{(k-e)(2k+e)}{k}=\frac{Ngm^2}{\varepsilon_0k_BT}.$$

Finally, insert $m^2=(e+2)^2\mu^2/9$ from (7) and divide by $(e+2)^2$. The result is equation (1).

The dilute limit is a check on the factors. For $e=1$, $g=1$ and $k$ close to 1, the left side of (1) becomes $3(k-1)/9$. Hence $k-1=N\mu^2/(3\varepsilon_0k_BT)$, the response of independent dipoles in a gas.

### (b) The inversion

Solving (1) for the correlation factor,

$$g=\frac{(k-e)(2k+e)}{k(e+2)^2}\,\frac{9\varepsilon_0k_BT}{N\mu^2}. \qquad (11)$$

The permittivities enter through

$$k-e=76.62,\qquad 2k+e=158.58,$$

$$\frac{(k-e)(2k+e)}{k(e+2)^2}=\frac{12150.4}{1120.2}=10.847.$$

The number density is the mass density divided by the molar mass, times Avogadro's constant: $N=33.328$ nm⁻³. For the SI arithmetic, the dipole is $6.1709\times10^{-30}$ C m and $k_BT=4.1143\times10^{-21}$ J. Thus

$$\frac{N\mu^2}{9\varepsilon_0k_BT}=\frac{(3.3328\times10^{28})(6.1709\times10^{-30})^2}{9\varepsilon_0(4.1143\times10^{-21})}=3.871,$$

with $N$ in m⁻³ and $\varepsilon_0$ in F/m. The correlation factor is

$$g=\frac{10.847}{3.871}=2.802\approx2.8.$$

The electrostatic part can be checked without formula (5). A grid solution of the radial Laplace problem gives $G=1.48320$, against 1.48316 from the formula. When the grid factors are used in the polarization balance with $g=2.802$, a search for the self-consistent permittivity returns $k=78.40$. This checks the algebra and the inversion, but not whether the continuum model describes water well.

### (c) What the number says

The excess over independent dipoles is $g-1=1.802$. If it came from four equivalent nearest neighbours alone, each would have

$$\langle\cos\gamma\rangle=\frac{g-1}{4}=0.450.$$

Compare this with an ideal tetrahedral hydrogen bond. In each molecule, two O–H directions and two lone-pair directions point to the corners of a tetrahedron, and the dipole bisects the O–H directions. Its component along either O–H direction is $1/\sqrt3$. In a straight bond, the donor's O–H direction points at the acceptor, whose lone pair points back. The acceptor's dipole also has component $1/\sqrt3$ along the line from donor to acceptor, since it points away from its lone pairs.

If the acceptor rotates freely about the bond, the product of the transverse components averages to zero. The axial components leave

$$\langle\cos\gamma\rangle=\frac1{\sqrt3}\frac1{\sqrt3}=\frac13,\qquad g=1+\frac43=2.333.$$

The inferred value has the same sign of correlation and a similar size. The remainder could come from restricted rotation, from departures from ideal geometry, from farther shells, or from the treatment of polarization. Using the real H–O–H angle of 104.5° for the donor raises 2.333 to 2.41. Farther shells need not raise $g$: in a cubic ice lattice where all arrangements obeying the ice rules are equally likely, the sum over all shells gives $g$ near 2.0, below the nearest-neighbour estimate. The inversion cannot distinguish these causes.

The choice of $e$ shows why. With the other inputs fixed, $e=2.0$ gives $g=2.50$, and $e=4.0$ gives $g=1.10$. Most of this change comes from the factor $(e+2)^2$ in (11): a larger $e$ means a larger source dipole, so less correlation is needed to produce the same $k$.

The value 1.78 is close to the square of water's visible refractive index and represents electronic polarization. The trial value 4.0 is far above that. To reach it, the high-frequency response would have to include motion of the nuclei, such as hindered rotation of the molecules. Hindered rotation belongs to the permanent dipoles already counted in $M$, so that choice does not suit the present definition of $g$. The value 2.0 is a milder trial of the uncertainty in the non-orientational response.

The dipole matters too. Since $g\propto\mu^{-2}$, a dipole 10% larger, with all else fixed, gives $g=2.32$. If the dipole in the liquid were 2.9 D instead of the model's 2.32 D, the same scaling would give $g\approx1.8$. Even the rounding of $\mu$, $\pm0.005$ D, moves $g$ by $\pm0.015$, so the third decimal of 2.802 only serves the arithmetic. A statement that $g$ is about 2.8 should therefore carry its convention: gas dipole, optical $e$, and the spherical molecular model. The error from treating the orientations classically has not been estimated here.

## Variation 1: water with fewer correlated neighbours

*What permittivity does the model give if the correlations are removed, or if two of the four neighbours are lost? Keep $N$, $T$, $\mu$ and $e$ fixed.*

Define $B=g(e+2)^2N\mu^2/(9\varepsilon_0k_BT)$. Equation (1) becomes $(k-e)(2k+e)=Bk$. Expanding the product gives

$$2k^2-(e+B)k-e^2=0.$$

The product of the roots is negative, so one root is positive:

$$k=\frac{e+B+\sqrt{(e+B)^2+8e^2}}4. \qquad (12)$$

For $g=1$, $k=28.6$. Within this model, then, orientational correlation accounts for the rise from 28.6 to 78.4. With two neighbours, each keeping the mean cosine 0.450, $g=1+2(0.450)\approx1.90$ and $k=53.5$. When $B\gg e$, (12) reduces to $k\approx(B+e)/2$, which explains the nearly linear dependence on $g$.

This bears on moisture in porous low-k insulators. Such films have permittivities of roughly 2 to 3, so absorbed water can raise the film's permittivity appreciably. The example's inputs describe bulk water near room temperature. Water in a pore a few molecules wide breaks the assumption of a macroscopic, isotropic sphere: walls remove neighbours, bind some molecules and change the density. Losing half the correlated neighbours moves the model value from 78.4 to 53.5, and losing all correlation moves it to 28.6. These figures show the sensitivity to local order; they do not predict the permittivity of pore water. A film calculation would also need the amount of water and the shape of the pores.

## Variation 2: when does the response stop being linear?

*Estimate the loss of orientational response when the macroscopic field in the water is 1.0 MV/cm, a rough round value for a strongly stressed interconnect insulator.*

For one source dipole, the ratio of field energy to thermal energy is

$$x_1=\frac{mGE}{k_BT}=0.280.$$

Correlated molecules turn together to some extent. As a simple estimate, replace them by rigid clusters of $g$ parallel molecules. Such a cluster has moment $gm$, so $x=gx_1=0.785$. Its mean cosine along the field is

$$\frac{\int_{-1}^{1}c\,e^{xc}\,dc}{\int_{-1}^{1}e^{xc}\,dc}=L(x)=\frac{x}{3}-\frac{x^3}{45}+\cdots.$$

The linear law would give $x/3$. The fractional loss relative to that law is

$$1-\frac{3L(x)}{x}\approx\frac{x^2}{15}.$$

The full expression gives 3.9%. This figure depends on the cluster picture. Suppose instead that each dipole feels a mean field from its neighbours, so that its mean cosine $c$ obeys $c=L(x_1+\lambda c)$. The choice $\lambda=3(1-1/g)$ reproduces the same $g$ at small field, and the loss is then about 9%. Saturation is thus a correction of several per cent in these estimates, and its size depends on how the correlation is modelled. For comparison, changing $e$ from 1.78 to 2.0 lowered the inferred $g$ by about 11% of its original value. Both estimates keep $G$ at its zero-field value and ignore any change of local structure, so neither is a bound. They also take the field as given. Bulk water conducts, and it can break down in fields of this order, so such a field could be held in it only briefly.

The field in a water-filled pore can also differ from the average field in the film. For an isolated spherical pocket of permittivity $k_w$ in a host of permittivity $k_h$, the argument leading to (5) gives an interior field $3k_h/(2k_h+k_w)$ times the distant field. This factor is well below 1 when $k_w\gg k_h$. A film field of 1.0 MV/cm would then saturate the water less than the estimate above, provided the pocket can be treated as a macroscopic dielectric. The reduction depends on shape: in a long thin pore parallel to the field, the interior field equals the distant field.

The intermediate values are listed in the numerical output below, except those of the mean-field estimate, the total dipole in the liquid, the real-angle and ice-lattice values of $g$, and the last two dipole sensitivities.

## Values computed for the example and the checks

```
Static permittivity k: 78.4 (no unit)
High-frequency permittivity e: 1.78 (no unit)
Gas dipole: 1.85 D
Gas dipole in SI: 6.1709e-30 C m
Temperature: 298 K
Mass density: 0.997 g/cm3
Molar mass: 18.015 g/mol
Number density: 33.328 nm^-3
Thermal energy kB T: 4.1143e-21 J
k-e: 76.62 (no unit)
2k+e: 158.58 (no unit)
(k-e)(2k+e): 12150.4 (no unit)
k(e+2)^2: 1120.2 (no unit)
Left side of equation: 10.847 (no unit)
N mu^2/(9 eps0 kB T): 3.871 (no unit)
Correlation factor g: 2.802 (no unit)
Source dipole m: 2.331 D
Cavity factor G, formula: 1.48316 (no unit)
Cavity factor G, grid: 1.48320 (no unit)
Outside dipole / m, grid: 1.48317 (no unit)
Gas dipole / m, formula: 0.79365 (no unit)
Gas dipole / m, grid: 0.79366 (no unit)
Self-consistent field / E, grid: 1.00004 (no unit)
Pair test, coupling / kB T: 2.0 (no unit)
Pair test, response slope: 1.02488 (no unit)
Pair test, 2g/3: 1.02488 (no unit)
k recovered by forward search: 78.40 (no unit)
Mean cosine if four neighbours: 0.450 (no unit)
Mean cosine, free tetrahedral bond: 0.333 (no unit)
g, free tetrahedral bonds: 2.333 (no unit)
k for g=1: 28.6 (no unit)
g with two such neighbours: 1.901 (no unit)
k with two such neighbours: 53.5 (no unit)
g if e=2.0: 2.50 (no unit)
g if e=4.0: 1.10 (no unit)
g if dipole is 10% larger: 2.32 (no unit)
Trial field for saturation: 1.0 MV/cm
Single-dipole energy / kB T: 0.280 (no unit)
Rigid-cluster energy / kB T: 0.785 (no unit)
Rigid-cluster loss of response: 3.9 %
```
